**Knudsen diffusion in a long circular pore: numerical tests**

The program tests $D=d\bar v/3$, where $d$ is the pore diameter, $\bar v=\sqrt{8kT/\pi m}$ is the mean speed, and $D$ is the long-time limit of $\langle Z^2\rangle/(2t)$ for the axial displacement $Z$. It integrates the cosine emission law numerically and asserts a mean flight length $d$, a mean-square length $4d^2/3$ and a mean-square axial step $2d^2/3$. It also asserts the speed averages, the distribution of distances to the wall, and the value of $D$ obtained from the velocity correlation function. The long-time deficit of $\langle Z^2\rangle$ is asserted to grow as $(d^2/4)\ln t$. Three-dimensional trajectories at 5 and 40 mean flight times are compared with the correlation-function result, for walls that renew the speed thermally and for walls that leave it unchanged. All four sampled displacements agree within the asserted 4.5 standard errors, and the mean number of wall hits agrees within one per cent. For a mass of 100 u, 500 K and a 50 nm pore, the output gives $D=5.42\times10^{-6}\ \mathrm{m^2\,s^{-1}}$.

## Verification by program

```python
"""Knudsen diffusion in a long circular pore with diffuse wall scattering.
Result under test: D = lim <Z^2>/(2 t) = d * vbar / 3, where
  Z = axial displacement, d = pore diameter, vbar = sqrt(8 k T / (pi m)).
Finite-time law: <Z^2> = 2 D t - (d^2/4) ln(t vbar/d) + O(d^2).
Tests use reduced units: length d, speed vbar, time tau = d/vbar.
The worked example uses SI units.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, dblquad

RADIUS = 0.5
SIGMA = np.sqrt(np.pi / 8)      # sqrt(kT/m) in units of vbar


# ---- One flight: cosine emission, exit point from the ray equation ----
def flight(alpha, beta):
    """alpha: angle to inward normal; beta: azimuth from the pore axis."""
    start = RADIUS
    ux = -np.cos(alpha)
    uy = np.sin(alpha) * np.sin(beta)
    uz = np.sin(alpha) * np.cos(beta)
    length = -2 * start * ux / (ux**2 + uy**2)
    return length, length * uz


def wall_average(quantity):
    def integrand(beta, alpha):
        length, step = flight(alpha, beta)
        weight = np.cos(alpha) * np.sin(alpha) / np.pi
        return quantity(length, step) * weight
    value, _ = dblquad(integrand, 0, np.pi / 2, 0, np.pi / 2,
                       epsabs=1e-7, epsrel=1e-7)
    return 4 * value            # four equivalent quarters in beta


mean_length = wall_average(lambda length, step: length)
mean_length2 = wall_average(lambda length, step: length**2)
mean_step2 = wall_average(lambda length, step: step**2)
assert abs(mean_length - 1) < 1e-5
assert abs(mean_length2 - 4 / 3) < 1e-5
assert abs(mean_step2 - 2 / 3) < 1e-5


# ---- Speed averages from the Maxwell distribution ----
def speed_integral(power):
    return quad(lambda v: v**power * np.exp(-v**2 / (2 * SIGMA**2)),
                0, 12 * SIGMA, epsabs=1e-12)[0]


maxwell_mean = speed_integral(3) / speed_integral(2)
flux_inverse = speed_integral(2) / speed_integral(3)
assert abs(maxwell_mean - 1) < 1e-8
assert abs(flux_inverse - 1) < 1e-8
flight_time = mean_length * flux_inverse
D_flights = mean_step2 / (2 * flight_time)
assert abs(D_flights - 1 / 3) < 1e-5

# ---- Distance to the wall from a uniform point in the disk ----
for distance in (0.1, 0.4, 0.8):
    y_max = np.sqrt(RADIUS**2 - distance**2 / 4)
    area = quad(lambda y: 2 * np.sqrt(RADIUS**2 - y**2) - distance,
                -y_max, y_max)[0]
    from_chords = area / (np.pi * RADIUS**2)
    from_density = quad(lambda q: 4 / np.pi * np.sqrt(1 - q**2),
                        distance, 1)[0]
    assert abs(from_chords - from_density) < 1e-7

# ---- Velocity correlation function and its time integrals ----
nodes, weights = np.polynomial.legendre.leggauss(400)
phi = (nodes + 1) * np.pi / 4
phi_weight = weights * np.pi / 4
q_nodes = np.sin(phi)
q_weight = 4 / np.pi * np.cos(phi)**2 * phi_weight


def correlation(s):
    s = np.atleast_1d(s)
    exponent = -(q_nodes[None, :] / (SIGMA * s[:, None]))**2 / 2
    return SIGMA**2 * (-np.expm1(exponent)) @ q_weight


def time_integrals(t):
    """Return integral of C and mean-square displacement at time t."""
    x_max = np.log1p(t)
    x = (nodes + 1) * x_max / 2
    s = np.expm1(x)
    ds = weights * x_max / 2 * np.exp(x)
    c = correlation(s)
    return np.sum(c * ds), 2 * np.sum((t - s) * c * ds)


def msd(t):
    return time_integrals(t)[1]


long_time = 1.0e4
D_correlation = time_integrals(long_time)[0] + 1 / (8 * long_time)
assert abs(D_correlation - 1 / 3) < 1e-6
tail = correlation(1000.0)[0] * 1000.0**2
assert abs(tail - 1 / 8) < 1e-5
deficit_a = 2 * 1e3 / 3 - msd(1e3)
deficit_b = 2 * 1e4 / 3 - msd(1e4)
log_slope = (deficit_b - deficit_a) / np.log(10)
assert abs(log_slope - 1 / 4) < 1e-3


# ---- Trajectories in three dimensions ----
def simulate(t_end, count, accommodate, rng):
    """Equilibrium start; return final Z and mean number of wall hits."""
    x = RADIUS * np.sqrt(rng.random(count))
    y = np.zeros(count)
    z = np.zeros(count)
    left = np.full(count, float(t_end))
    vx, vy, vz = SIGMA * rng.standard_normal((3, count))
    finished, hits = [], 0
    while x.size:
        w2 = vx**2 + vy**2
        b = x * vx + y * vy
        root = b**2 + w2 * (RADIUS**2 - x**2 - y**2)
        duration = (-b + np.sqrt(np.maximum(root, 0))) / w2
        done = duration >= left
        finished.append(z[done] + vz[done] * left[done])
        go = ~done
        x, y, z, left, vx, vy, vz, duration = (
            item[go] for item in (x, y, z, left, vx, vy, vz, duration))
        hits += x.size
        x = x + vx * duration
        y = y + vy * duration
        z = z + vz * duration
        left = left - duration
        norm = np.hypot(x, y)
        nx, ny = -x / norm, -y / norm
        x, y = -RADIUS * nx, -RADIUS * ny
        size = x.size
        if accommodate:
            vn = SIGMA * np.sqrt(-2 * np.log1p(-rng.random(size)))
            vt, vz = SIGMA * rng.standard_normal((2, size))
        else:
            speed = np.sqrt(vx**2 + vy**2 + vz**2)
            cos2 = 1 - rng.random(size)
            azimuth = 2 * np.pi * rng.random(size)
            vn = speed * np.sqrt(cos2)
            vt = speed * np.sqrt(1 - cos2) * np.sin(azimuth)
            vz = speed * np.sqrt(1 - cos2) * np.cos(azimuth)
        vx = vn * nx - vt * ny
        vy = vn * ny + vt * nx
    return np.concatenate(finished), hits / count


rng = np.random.default_rng(20241)
simulations = []
for t_end in (5.0, 40.0):
    for accommodate in (True, False):
        final_z, hits = simulate(t_end, 150000, accommodate, rng)
        estimate = np.mean(final_z**2)
        error = np.std(final_z**2) / np.sqrt(final_z.size)
        # statistical tolerance: 4.5 standard errors
        assert abs(estimate - msd(t_end)) < 4.5 * error
        assert abs(hits / t_end - 1) < 0.01
        simulations.append((t_end, accommodate, estimate, error, hits))

# ---- Worked example in SI units ----
mass_u, temperature, diameter = 100.0, 500.0, 50e-9
distance, pressure = 5e-6, 1.0
mass = mass_u * constants.atomic_mass
vbar = np.sqrt(8 * constants.k * temperature / (np.pi * mass))
tau = diameter / vbar
D = diameter * vbar / 3
spread_time = distance**2 / (2 * D)
flights = spread_time / tau
relative_deficit = 1 - msd(flights) / (2 * flights / 3)
volume = np.pi * diameter**2 / 4 * distance
molecules = pressure * volume / (constants.k * temperature)
assert 0 < relative_deficit < 1e-3

print("FLIGHT AVERAGES (quadrature)")
print(f"mean length                 {mean_length:.6f} d")
print(f"mean squared length         {mean_length2:.6f} d^2")
print(f"mean squared axial step     {mean_step2:.6f} d^2")
print(f"axial share of squared len. {mean_step2 / mean_length2:.6f}")
print(f"flux average of 1/v         {flux_inverse:.6f} 1/vbar")
print(f"D from flights              {D_flights:.6f} d vbar")
print("CORRELATION FUNCTION")
print(f"D from time integral        {D_correlation:.6f} d vbar")
print(f"s^2 C(s) at s = 1000 tau    {tail:.6f} d^2")
print(f"deficit per unit of ln t    {log_slope:.5f} d^2")
print("MEAN-SQUARE DISPLACEMENT: t/tau, <Z^2>/d^2, <Z^2>/(2Dt)")
for t in (1.0, 5.0, 40.0, 1000.0):
    value = msd(t)
    print(f"{t:7.0f} {value:12.4f} {value / (2 * t / 3):10.5f}")
print("TRAJECTORIES: t/tau, wall, <Z^2>/d^2, std. error, hits")
for t, accommodate, estimate, error, hits in simulations:
    label = "thermal" if accommodate else "same-speed"
    print(f"{t:5.0f} {label:11s} {estimate:8.3f} {error:7.3f} {hits:7.2f}")
print("WORKED EXAMPLE")
print(f"molecular mass              {mass_u:.0f} u")
print(f"temperature                 {temperature:.0f} K")
print(f"pore diameter               {diameter * 1e9:.0f} nm")
print(f"axial distance              {distance * 1e6:.0f} micrometre")
print(f"pressure                    {pressure:.0f} Pa")
print(f"mean speed                  {vbar:.1f} m/s")
print(f"mean flight time            {tau * 1e12:.1f} ps")
print(f"rms axial step              "
      f"{np.sqrt(mean_step2) * diameter * 1e9:.1f} nm")
print(f"Knudsen diffusivity         {D:.3e} m^2/s")
print(f"Knudsen diffusivity         {D * 1e4:.4f} cm^2/s")
print(f"time with 2Dt = distance^2  {spread_time * 1e6:.3f} microsecond")
print(f"mean number of flights      {flights:.0f}")
print(f"relative deficit of <Z^2>   {relative_deficit:.2e}")
print(f"molecules in that length    {molecules:.2f}")
print("checks complete")
```

Printed output:

```
FLIGHT AVERAGES (quadrature)
mean length                 1.000000 d
mean squared length         1.333333 d^2
mean squared axial step     0.666667 d^2
axial share of squared len. 0.500000
flux average of 1/v         1.000000 1/vbar
D from flights              0.333333 d vbar
CORRELATION FUNCTION
D from time integral        0.333333 d vbar
s^2 C(s) at s = 1000 tau    0.125000 d^2
deficit per unit of ln t    0.25000 d^2
MEAN-SQUARE DISPLACEMENT: t/tau, <Z^2>/d^2, <Z^2>/(2Dt)
      1       0.2709    0.40638
      5       2.5470    0.76410
     40      25.3610    0.95104
   1000     664.5563    0.99683
TRAJECTORIES: t/tau, wall, <Z^2>/d^2, std. error, hits
    5 thermal        2.568   0.011    5.00
    5 same-speed     2.558   0.012    5.02
   40 thermal       25.331   0.119   40.00
   40 same-speed    25.402   0.137   39.99
WORKED EXAMPLE
molecular mass              100 u
temperature                 500 K
pore diameter               50 nm
axial distance              5 micrometre
pressure                    1 Pa
mean speed                  325.4 m/s
mean flight time            153.7 ps
rms axial step              40.8 nm
Knudsen diffusivity         5.423e-06 m^2/s
Knudsen diffusivity         0.0542 cm^2/s
time with 2Dt = distance^2  2.305 microsecond
mean number of flights      15000
relative deficit of <Z^2>   2.79e-04
molecules in that length    1.42
checks complete
```
